\section*{Black-white point groups from index-two subgroups: counting the 122 types}

\section{The decision in a calculation}

A magnetic band-structure code must decide which crystal momenta it may treat as equivalent and which components of a response tensor it may set to zero. With spin-orbit coupling, a rotation acts on positions and spins together. Some operations of the crystal then preserve the magnetic order, some do so only when combined with time reversal, and some are lost. If $g$ is the spatial part of a surviving operation and $\chi(g)=-1$ marks the presence of time reversal, band energies obey
\begin{equation}
E(\mathbf k)=E(\chi(g)\,g\mathbf k),
\label{eq:bands}
\end{equation}
as sets of levels, because time reversal reverses momentum. A wrong sign can merge inequivalent points. If inversion without time reversal relates $\mathbf k$ and $-\mathbf k$ and keeps its correct sign, wrong signs on other operations leave the band equivalences intact, but they can still change which tensor components vanish. A wrong sign on that inversion itself merges nothing wrongly but loses the equivalence of $\mathbf k$ and $-\mathbf k$. The code therefore needs the admissible sign patterns, and a rule for when two patterns differ merely by the choice of axes. This appendix derives both and counts the resulting types.

\section{Three kinds of magnetic point group}

Let $G$ be a finite subgroup of $O(3)$ that preserves a three-dimensional lattice. Time reversal $\theta$ commutes with spatial operations. It leaves positions unchanged and reverses magnetic moments, so $\theta^2=1$ in the action considered here. Double groups, needed for the phases of half-integer-spin states, are a separate matter.

A magnetic point group $M$ is a subgroup of $O(3)\times\{1,\theta\}$ whose spatial parts form such a $G$. Forgetting $\theta$ is a homomorphism from $M$ onto $G$. Its kernel contains the elements of $M$ with spatial part $1$, and is either $\{1,\theta\}$ or $\{1\}$.

If $\theta\in M$, every $g$ occurs both with and without $\theta$, so $M=G\times\{1,\theta\}$. This is a grey group. If $\theta\notin M$, every $g$ occurs once. Write $\chi(g)=1$ if it occurs alone and $\chi(g)=-1$ if it occurs as $g\theta$. Multiplying two elements of $M$ multiplies their spatial parts and adds their powers of $\theta$ modulo two. Hence
\begin{equation}
\chi(gh)=\chi(g)\chi(h).
\label{eq:hom}
\end{equation}
If $\chi=1$ throughout, $M=G$ is an ordinary group. Otherwise $M$ is black-white. Each $G$ gives one ordinary and one grey group, so only the black-white groups need further work.

\section{Index-two subgroups and sign characters}

For a nontrivial $\chi$, let $H=\{g:\chi(g)=1\}$. Choose $a$ with $\chi(a)=-1$. Multiplication by $a$ maps $H$ one-to-one onto $G\setminus H$, so $H$ contains half of $G$, and
\begin{equation}
M=H\cup\theta(G\setminus H).
\label{eq:bw}
\end{equation}

Conversely, let $H$ be any subgroup of index two, and set $\chi=1$ on $H$ and $-1$ outside. A product of an element in $H$ and one outside lies outside, since otherwise multiplying by the inverse of the first would put the second in $H$. For $g,h\notin H$, the coset $g^{-1}H$ is the complement of $H$ and so contains $h$. Thus $h=g^{-1}k$ with $k\in H$, and $gh=k\in H$. The signs obey Eq.~\eqref{eq:hom} in every case.

A real one-dimensional representation of a finite group has real values of finite order, hence values $\pm1$. The nontrivial real one-dimensional irreps therefore correspond one-to-one to the index-two subgroups. Complex one-dimensional irreps, such as those of the group 3, do not give time-reversal labels.

To count the characters, let $Q$ be the subgroup generated by all squares $g^2$. It is normal, since a conjugate of a square is a square, and $\chi=1$ on it because $\chi(g^2)=\chi(g)^2$. In $G/Q$ every element is its own inverse. Therefore
\begin{equation}
ab=(ab)^{-1}=b^{-1}a^{-1}=ba ,
\end{equation}
so $G/Q$ is commutative. It has $r$ independent generators of order two, and each may receive either sign. Removing the trivial choice leaves
\begin{equation}
N_\chi=2^r-1,\qquad 2^r=|G/Q| .
\label{eq:number}
\end{equation}

\section{Which patterns are equivalent}

Two magnetic point groups have the same type if some $B\in O(3)$ turns one into the other. Since $B$ commutes with $\theta$, the groups defined by $(G,\chi)$ and $(G,\chi')$ are equivalent when
\begin{equation}
BGB^{-1}=G,\qquad \chi'(BgB^{-1})=\chi(g).
\label{eq:equiv}
\end{equation}
The operations satisfying the first condition form the normalizer $N(G)$. Types are the orbits of nontrivial characters under $N(G)$. An element of $G$ itself changes no character, because $\chi(bgb^{-1})=\chi(g)$. Fusions come from operations outside $G$. Such a $B$ need not preserve the lattice: a point-group type does not record how its axes are attached to a lattice.

Abstract automorphisms of $G$ may not be used in place of $N(G)$. The group mm2 contains a twofold rotation and two mirrors. All three square to $1$, and the product of any two is the third, so any permutation of them preserves the multiplication table. No orthogonal conjugation turns a rotation into a mirror, because it preserves the determinant. Priming both mirrors or priming the rotation and one mirror are physically different choices.

\section{The rotation groups}

\subsection{Allowed orders}

In a lattice basis, an operation of $G$ is an integer matrix, so its trace is an integer. For a rotation by $\varphi$ the trace is $1+2\cos\varphi$. Thus $2\cos\varphi$ can be $-2,-1,0,1,2$, and the rotation orders are $2,3,4,6,1$. Inversion preserves every lattice, so the same restriction applies to the rotation $-g$ when $g$ is improper.

\subsection{Pole counting}

Let $P$ be a rotation group of order $n>1$. Each rotation other than $1$ fixes two points of the unit sphere, called poles. The group permutes the poles. Let orbit $i$ have stabilizers of order $n_i$; it contains $n/n_i$ poles, each fixed by $n_i-1$ nontrivial rotations. Counting pairs of a rotation and its pole gives
\begin{equation}
2(n-1)=\sum_i\frac n{n_i}(n_i-1).
\end{equation}
Division by $n$ yields
\begin{equation}
2\left(1-\frac1n\right)=\sum_i\left(1-\frac1{n_i}\right).
\label{eq:poles}
\end{equation}
The left side is below $2$ and at least $1$. Each term on the right is at least $1/2$ and below $1$. There are therefore two or three orbits.

For two orbits, $2/n=1/n_1+1/n_2$. Since $n_i\le n$, both terms are at least $1/n$, which forces $n_1=n_2=n$. All rotations share one axis and are multiples of the smallest angle. This gives 2, 3, 4 and 6.

For three orbits, order $n_1\le n_2\le n_3$. Equation~\eqref{eq:poles} becomes
\begin{equation}
\frac1{n_1}+\frac1{n_2}+\frac1{n_3}=1+\frac2n>1 .
\end{equation}
If $n_1\ge3$ the sum is at most $1$, so $n_1=2$. If also $n_2\ge4$ it is again at most $1$, so $n_2=2$ or $3$.

For $(2,2,m)$, $n=2m$. The last orbit has two poles. A rotation fixing one must fix the other, so they are opposite. Half of the group rotates about this axis. The other half reverses it, and a rotation that reverses an axis is a twofold rotation about a perpendicular one. These $m$ twofold rotations are the products $C_m^kU$, $k=0,\dots,m-1$, of one of them, $U$, with powers of the $m$-fold rotation $C_m$. If the axis of $U$ lies at azimuth $\alpha$, then $U$ sends azimuth $\phi$ to $2\alpha-\phi$, and $C_m^kU$ sends it to $2\alpha-\phi+2\pi k/m$, so its axis lies at $\alpha+\pi k/m$. The $m$ axes are therefore spaced by $\pi/m$, which fixes the group up to orientation. For even $m$, turning an axis by $C_m$ reaches only every second axis, so the axes fall into two sets. The allowed values $m=2,3,4,6$ give 222, 32, 422 and 622.

For $n_2=3$, $1/n_3=1/6+2/n$, so $n_3<6$. The allowed values are $3$ and $4$, with $n=12$ and $24$.

In the case $(2,3,3)$, take the four poles of one threefold orbit. A threefold rotation about one of them can fix at most one of the other three, namely the opposite point, and moves the rest in cycles of three. It must therefore cycle all three. Their distances from the chosen pole are equal. This holds for each pole, so the four points form a regular tetrahedron. Its rotation group has $4\times3=12$ elements, hence $P=23$.

In the case $(2,3,4)$, the fourfold orbit has six poles. The fourfold rotation about a pole $p$ moves off-axis points in cycles of four, so the other five are $-p$ and one cycle of four. The same argument at every pole shows that the set contains all opposites. The cycle lies at one height along $p$, and its opposites lie at minus that height, so the height is zero. The six points form a regular octahedron. Its rotation group has $6\times4=24$ elements, hence $P=432$.

With the trivial group there are $1+4+4+2=11$ rotation groups. All occur: 6 and 622 preserve a hexagonal lattice, and the other nine are subgroups of 432, which preserves a cubic lattice.

\section{The same construction gives 32 spatial groups}

If $G$ has improper elements and contains inversion, then $G=P\times\{1,-1\}$, where $P$ is its rotation subgroup. This gives 11 centrosymmetric groups.

If $G$ has improper elements but no inversion, map $g$ to $\det(g)g$. The map preserves products and has trivial kernel, since only $1$ and $-1$ could map to $1$. Its image is a rotation group $P$. Reversing the map gives
\begin{equation}
G=P_\eta=\{\eta(p)p:p\in P\},
\label{eq:mixed}
\end{equation}
with $\eta$ a nontrivial sign character of $P$. Inversion now plays the part that $\theta$ played in Eq.~\eqref{eq:bw}. It commutes with $O(3)$, so the equivalence rule is also the same.

The characters of the 11 rotation groups follow from their generators. An element of odd order has sign $+1$. Thus 1 and 3 have no nontrivial character. Each of 2, 4 and 6 has one, and so does 32, in which only the twofold rotations can carry $-1$. For 222, 422 and 622, the signs of the principal rotation and of one perpendicular twofold rotation are free, because the defining relations contain each generator an even number of times. These groups have three nontrivial characters.

In 23, threefold rotations conjugate the three twofold rotations into one another, giving them a common sign $s$. The product of two is the third, so $s^2=s$ and $s=1$. There is no nontrivial character. Any character of 432 is therefore $1$ on its index-two subgroup 23, leaving one nontrivial character.

The three characters of 222 are $+1$ on one twofold axis and $-1$ on the other two. A threefold rotation about $(1,1,1)$ permutes them, so they form one type. In 422, one character has kernel 4 and two have kernel 222. A $45^\circ$ rotation about the principal axis exchanges the latter two. In 622, the kernels are 6 and two copies of 32, which a $30^\circ$ rotation exchanges. Different kernel types cannot fuse, so 422 and 622 have two types each. The resulting spatial groups are:
\begin{center}
\begin{tabular}{lll}
$P$ & kernel of $\eta$ & $P_\eta$\\
2 & 1 & m\\
4 & 2 & $\bar4$\\
6 & 3 & $\bar6$\\
222 & 2 & mm2\\
32 & 3 & 3m\\
422 & 4; 222 & 4mm; $\bar42$m\\
622 & 6; 32 & 6mm; $\bar6$m2\\
432 & 23 & $\bar43$m
\end{tabular}
\end{center}
There are ten. The number of spatial groups is
\begin{equation}
11+11+10=32 .
\label{eq:thirtytwo}
\end{equation}

\section{Counting the 58 black-white types}

The three families in Eq.~\eqref{eq:thirtytwo} can now be treated separately.

\textit{Rotation groups.} The table has already counted their nontrivial characters up to equivalence. With $\theta$ in place of inversion, they give 10 black-white types.

\textit{Centrosymmetric groups.} A character of $P\times\{1,-1\}$ consists of a character of $P$ and a free sign $\varepsilon=\chi(-1)$. The normalizer is that of $P$, and it cannot change $\varepsilon$. The trivial character of $P$ contributes only with $\varepsilon=-1$, once for each of 11 groups. The 10 nontrivial types of $P$ contribute with both signs. The count is
\begin{equation}
11+2\times10=31 .
\end{equation}

\textit{The other improper groups.} The map $p\mapsto\eta(p)p$ makes $P_\eta$ isomorphic to $P$, so their characters correspond. An operation normalizes $P_\eta$ when it normalizes $P$ and preserves $\eta$. The second condition restricts the allowed fusions.

The groups m, $\bar4$, $\bar6$, 3m and $\bar43$m have one nontrivial character each, giving 5 types. The other five groups have three characters: $\eta$, which is fixed, and two more.

For mm2, a $90^\circ$ rotation about its axis exchanges the two mirrors and fuses the two remaining characters. For 4mm and 6mm, rotations by $45^\circ$ and $30^\circ$ do the same for the two sets of mirrors. Each of these groups has two types. For $\bar42$m, the remaining characters have kernels 4 and 222 when read in $P=422$. They cannot fuse. For $\bar6$m2, the corresponding kernels in 622 are 6 and 32, again different. These two groups have three types each. The family total is
\begin{equation}
5+3\times2+2\times3=17 .
\end{equation}

Adding the families gives
\begin{equation}
10+31+17=58 .
\label{eq:fiftyeight}
\end{equation}
Groups with inequivalent spatial parts cannot be equivalent, so nothing has been counted twice. Including the ordinary and grey groups,
\begin{equation}
32+32+58=122 .
\label{eq:total}
\end{equation}

The count before fusion is a useful check on an implementation. By Eq.~\eqref{eq:number}, three spatial groups have $r=0$, thirteen have $r=1$, thirteen have $r=2$, and three have $r=3$. The number of nontrivial characters is
\begin{equation}
13\times1+13\times3+3\times7=73 .
\end{equation}
Spatial equivalence removes 15. Using all abstract automorphisms instead would leave 41 types, which shows the size of that error. The numerical check enumerates all subgroups of m$\bar3$m and 6/mmm, each extended by $\theta$, without using characters. It finds 122 distinct values of the conjugation-invariant label defined in the last section. This shows that there are at least 122 types, matching the derived count.

\section{Worked example: 4/mmm}

Take the principal axis along $z$. The operations $C_{4z}$, $C_{2x}$ and inversion $i$ generate this group of order 16. Their signs are free, so there are $2^3-1=7$ nontrivial characters. Two further signs follow from products. The rotation $C_{4z}C_{2x}$ sends $x\to y$, $y\to x$ and $z\to-z$, and is the twofold rotation $C_{2xy}$ about $(1,1,0)$. The horizontal mirror is $m_z=iC_{4z}^2$. Hence
\begin{align}
\chi(C_{2xy})&=\chi(C_{4z})\chi(C_{2x}),\\
\chi(m_z)&=\chi(i)\chi(C_{4z})^2=\chi(i).
\end{align}
The seven patterns are:
\begin{center}
\begin{tabular}{cccccc}
type & $C_{4z}$ & $C_{2x}$ & $C_{2xy}$ & $i,m_z$ & $H$\\
1 & $+$ & $+$ & $+$ & $-$ & 422\\
2 & $+$ & $-$ & $-$ & $+$ & 4/m\\
3 & $+$ & $-$ & $-$ & $-$ & 4mm\\
4 & $-$ & $+$ & $-$ & $+$ & mmm\\
4 & $-$ & $-$ & $+$ & $+$ & mmm\\
5 & $-$ & $+$ & $-$ & $-$ & $\bar42$m\\
5 & $-$ & $-$ & $+$ & $-$ & $\bar42$m
\end{tabular}
\end{center}
A $45^\circ$ rotation about $z$ exchanges the two kinds of horizontal axis and hence the columns $C_{2x}$ and $C_{2xy}$. It joins the two rows of type 4 and the two rows of type 5, leaving $7-2=5$ types. This rotation does not preserve a tetragonal lattice, so on a given lattice the joined rows remain different patterns. By Eq.~\eqref{eq:bands}, the two rows of type 5 reduce a $\Gamma$-centred $6\times6\times6$ mesh of a primitive tetragonal cell to 46 and 52 irreducible points. A code must work with the pattern itself; the type only names it.

The types differ in what they permit. A magnetic moment is an axial vector and changes sign under $\theta$. A uniform moment $\mathbf m$ must therefore satisfy
\begin{equation}
\mathbf m=\chi(g)\det(g)\,g\mathbf m
\qquad\text{for every }g\in G .
\label{eq:moment}
\end{equation}
For inversion, $\det(i)i=(-1)(-1)=1$ as a matrix, so Eq.~\eqref{eq:moment} reads $\mathbf m=\chi(i)\mathbf m$. Types 1, 3 and 5 have $\chi(i)=-1$ and permit no uniform moment.

In type 4, $\chi(C_{4z})=-1$ requires $C_{4z}\mathbf m=-\mathbf m$. Along $z$ this gives $m_z=-m_z=0$, where $m_z$ now denotes the moment component. In the plane, applying the condition twice gives $C_{4z}^2\mathbf m=\mathbf m$, whereas $C_{4z}^2$ reverses every in-plane vector. The whole moment vanishes.

In type 2, $C_{4z}\mathbf m=\mathbf m$ leaves only the $z$ component. Each horizontal twofold rotation reverses it, and the accompanying time reversal restores it. Inversion leaves it unchanged. These operations generate the group, so a moment along $z$ is allowed. In the ordinary group 4/mmm the horizontal rotations lack time reversal and forbid that moment. Thus type 2, written 4/mm$'$m$'$ with primes marking time reversal, is the one nongrey type with this $G$ that permits ferromagnetism.

Averaging the matrices in Eq.~\eqref{eq:moment} over $G$ gives the projector onto allowed moments. Its diagonal is $(0,0,1)$ for type 2 and zero for the other rows. The same test on all types finds 13 ordinary and 18 black-white groups that permit a uniform moment, or 31 in total. Grey groups permit none, because $\theta$ itself requires $\mathbf m=-\mathbf m$. Symmetry decides whether the moment is allowed, not how large it is.

\section{Use and limits}

An implementation can find the signs from the calculated magnetic order: test each spatial operation with and without $\theta$, and retain the combinations that preserve it. The retained spatial parts define $G$, which may be smaller than the point group of the nonmagnetic crystal. If both versions survive for one operation, their quotient is $\theta$, in a crystal possibly combined with a translation, and the point group is grey. Otherwise Eq.~\eqref{eq:hom} is a direct consistency check.

To identify the type independently of axes, collect the triples
\begin{equation}
(\operatorname{tr}g,\ \det g,\ \text{time-reversal sign})
\end{equation}
for all elements, with repetitions. Conjugation changes none of them. The enumeration finds 122 different collections, equal to the number of types, so this label separates them all.

Three conditions limit the result. First, translations must be kept when testing a crystal. If $\theta$ combined with a translation is a symmetry, forgetting the translation leaves $\theta$ in the point group, which is then grey even if every atom carries a moment. Second, without spin-orbit coupling, spin rotations may be chosen independently of spatial ones. The symmetry is then described by spin groups, and the count of 122 does not classify them. Third, the count uses the lattice restriction on rotation orders. For finite molecules, the index-two construction and Eq.~\eqref{eq:equiv} still hold, but other rotation orders are possible and the list is no longer limited to 122.

\section*{Computed values}
\begin{verbatim}
G | order | sign irreps | O(3) types | abstract types | H
1     |  1 | 0 | 0 | 0 | none
2     |  2 | 1 | 1 | 1 | 1
3     |  3 | 0 | 0 | 0 | none
4     |  4 | 1 | 1 | 1 | 2
6     |  6 | 1 | 1 | 1 | 3
222   |  4 | 3 | 1 | 1 | 2
32    |  6 | 1 | 1 | 1 | 3
422   |  8 | 3 | 2 | 2 | 4, 222
622   | 12 | 3 | 2 | 2 | 6, 32
23    | 12 | 0 | 0 | 0 | none
432   | 24 | 1 | 1 | 1 | 23
-1    |  2 | 1 | 1 | 1 | 1
2/m   |  4 | 3 | 3 | 1 | 2, -1, m
-3    |  6 | 1 | 1 | 1 | 3
4/m   |  8 | 3 | 3 | 2 | 4, 2/m, -4
6/m   | 12 | 3 | 3 | 1 | 6, -3, -6
mmm   |  8 | 7 | 3 | 1 | 222, 2/m, mm2
-3m   | 12 | 3 | 3 | 2 | 32, -3, 3m
4/mmm | 16 | 7 | 5 | 3 | 422, 4/m, 4mm, mmm, -42m
6/mmm | 24 | 7 | 5 | 2 | 622, 6/m, 6mm, -3m, -6m2
m-3   | 24 | 1 | 1 | 1 | 23
m-3m  | 48 | 3 | 3 | 2 | 432, m-3, -43m
m     |  2 | 1 | 1 | 1 | 1
-4    |  4 | 1 | 1 | 1 | 2
-6    |  6 | 1 | 1 | 1 | 3
mm2   |  4 | 3 | 2 | 1 | 2, m
3m    |  6 | 1 | 1 | 1 | 3
4mm   |  8 | 3 | 2 | 2 | 4, mm2
-42m  |  8 | 3 | 3 | 2 | -4, 222, mm2
6mm   | 12 | 3 | 2 | 2 | 6, 3m
-6m2  | 12 | 3 | 3 | 2 | -6, 32, 3m
-43m  | 24 | 1 | 1 | 1 | 23
4/mmm: type | signs C4z,C2x,C2xy,i,mz | H | moment projector xx,yy,zz
1 | +1 +1 +1 -1 -1 | 422 | 0 0 0
2 | +1 -1 -1 +1 +1 | 4/m | 0 0 1
3 | +1 -1 -1 -1 -1 | 4mm | 0 0 0
4 | -1 +1 -1 +1 +1 | mmm | 0 0 0
4 | -1 -1 +1 +1 +1 | mmm | 0 0 0
5 | -1 +1 -1 -1 -1 | -42m | 0 0 0
5 | -1 -1 +1 -1 -1 | -42m | 0 0 0
rotation groups (count): 11
groups containing inversion (count): 11
other improper groups (count): 10
nontrivial sign irreps, all G (count): 73
removed by O(3) equivalence (count): 15
types if abstract automorphisms were used (count): 41
ordinary magnetic groups (count): 32
grey magnetic groups (count): 32
black-white magnetic groups (count): 58
all magnetic point groups (count): 122
ferromagnetic ordinary groups (count): 13
ferromagnetic black-white groups (count): 18
all ferromagnetic groups (count): 31
\end{verbatim}
